# Static polarizabilities of sodium 3S1/2 and 3P3/2 from dipole elements

## Question

A sodium atom is placed in a weak uniform static field $F$ along $z$. It is described as one valence electron outside a closed-shell core. The algebra uses atomic units; numbers are in eV and Å. A level with total angular momentum $J$ and projection $M$ shifts by

$$\Delta E=-\tfrac12\alpha(M)F^2 .$$

Nuclear spin is ignored, and the field is too weak to mix $3P_{1/2}$ with $3P_{3/2}$. Radial functions do not depend on $J$.

**Data.** These were computed with a frozen Hartree–Fock core plus a core-polarization potential whose cutoff radius, $r_c=0.72$ Å, is an empirical parameter. It was chosen so that the $3s$ binding energy, 5.13 eV in the model, lies near the known rough value of 5.1 eV. The $3P$ splitting is a round input of 0.002 eV, and the $D$ levels are not split. Relativistic changes of the orbitals, and core correlation beyond the polarization potential, are left out. Elements are magnitudes of $\langle k\|D\|J\rangle$ in Å, without the charge $e$.

| Transition | $E_k-E_J$ (eV) | Element (Å) |
|---|---:|---:|
| $3S_{1/2}\to3P_{1/2}$ (D1) | 2.0913 | 1.8705 |
| $3S_{1/2}\to3P_{3/2}$ (D2) | 2.0933 | 2.6453 |
| $3P_{3/2}\to3S_{1/2}$ | −2.0933 | 2.6453 |
| $3P_{3/2}\to4S_{1/2}$ | 1.0905 | 2.6727 |
| $3P_{3/2}\to3D_{3/2}$ | 1.5135 | 1.6077 |
| $3P_{3/2}\to3D_{5/2}$ | 1.5135 | 4.8232 |

The core polarizability is 0.140 Å$^3$. States missing from the table contribute as follows: higher $nP$ levels give 0.13 Å$^3$ to the ground-state polarizability; $5S$ and above give 0.675 Å$^3$, and $4D$ and above 3.752 Å$^3$, to the scalar polarizability of $3P_{3/2}$. Constants: $K=e^2/4\pi\varepsilon_0=14.3996$ eV Å and $\hbar^2/m_e=7.6200$ eV Å$^2$.

**(a)** Express $\alpha(M)$ through reduced elements, and its average over $M$ through oscillator strengths.

**(b)** Show how a polarizable core enters. What becomes of core excitations into the occupied valence orbital?

**(c)** Find the D-line oscillator strengths and the ground-state polarizability. How does fine structure affect the result?

**(d)** Derive the scalar and tensor polarizabilities of a $J=3/2$ level.

**(e)** Relate the reduced elements to radial integrals, and check the table and the formulas of (d).

**(f)** Evaluate both polarizabilities of $3P_{3/2}$.

**(g)** Find the D2 line shifts at 0.001 V/Å and state when the description fails.

## Model answers

### (a) Second-order shift

The electron has charge $-1$, so its energy in the field is $+Fz$. Write the perturbation as $FD_z$, where for now $D_z=z$. Its first-order effect vanishes because $D_z$ is odd under inversion and the levels have definite parity. Since $D_z$ conserves $M$, states of one level with different $M$ are not coupled, and nondegenerate perturbation theory applies to each $M$:

$$\Delta E=F^2\sum_k\frac{|\langle k|D_z|JM\rangle|^2}{E_J-E_k}.$$

Comparison with $-\alpha F^2/2$ reverses the denominator and gives a factor 2:

$$\alpha(M)=2\sum_k\frac{|\langle k|D_z|JM\rangle|^2}{E_k-E_J}.$$

The Wigner–Eckart theorem, in the convention used for the table, reads

$$|\langle kJ_kM|D_z|JM\rangle|^2=W_{J_k}(M)\,|\langle k\|D\|J\rangle|^2,\qquad
W_{J_k}(M)=\begin{pmatrix}J_k&1&J\\-M&0&M\end{pmatrix}^2 .$$

With $S_k=|\langle k\|D\|J\rangle|^2/(E_k-E_J)$,

$$\alpha(M)=2\sum_k W_{J_k}(M)\,S_k .$$

Orthogonality of the 3j symbols gives $\sum_MW_{J_k}(M)=1/3$. The average over the $2J+1$ values of $M$ is therefore

$$\alpha_0=\frac{2}{3(2J+1)}\sum_kS_k .$$

Define the oscillator strength by

$$f_k=\frac{2(E_k-E_J)}{3(2J+1)}|\langle k\|D\|J\rangle|^2 .$$

Dividing it by $(E_k-E_J)^2$ reproduces each term of the average, so $\alpha_0=\sum_kf_k/(E_k-E_J)^2$. For $J=1/2$ the two values of $M$ have equal $W$, and $\alpha_0$ is the whole valence polarizability.

### (b) The core

An electron at $\mathbf r$ produces the field $+\hat{\mathbf r}/r^2$ at the nucleus: the field of a negative charge points towards it. Inside the core this expression is too strong, so the model multiplies it by $w(r)$, with $w^2=1-\exp[-(r/r_c)^6]$. If the core follows the total field adiabatically, its energy is

$$-\frac{\alpha_c}{2}\left|F\hat{\mathbf z}+\frac{w\hat{\mathbf r}}{r^2}\right|^2
=-\frac{\alpha_cF^2}{2}-\frac{\alpha_cw^2}{2r^4}-\frac{\alpha_cwF\cos\theta}{r^2}.$$

The first term adds $\alpha_c$ to the polarizability of every valence level, independently of $M$. The second is an attractive potential present without the external field. The third combines with $Fz=Fr\cos\theta$:

$$F\cos\theta\left(r-\frac{\alpha_cw}{r^2}\right)=FD_z .$$

The operator in (a) is thus the dressed dipole $\mathbf D=\mathbf r(1-\alpha_cw/r^3)$, and the tabulated elements contain this factor.

The polarizability of the free core includes excitations $c\to v$ into the valence orbital $v$, which the Pauli principle forbids in the atom. In an independent-particle description such a term equals

$$\frac{2|\langle v|D_z|c\rangle|^2}{E_v-E_c}.$$

If the occupied core orbital $c$ is kept in the valence sum, it contributes the same squared element over $E_c-E_v$, which is the negative. The forbidden excitation is thereby removed, exactly so when the same orbitals, energies and dipole operator are used in both places. In the present model the removal is approximate, because $\alpha_c$ is the self-consistent response of the free ion, while the valence sum uses the dressed dipole and orbitals that feel the polarization potential. For the $3s$ state this blocking term is −0.003 Å$^3$, negligible here.

### (c) Ground state

With lengths in Å and energies in eV, the definition of $f$ acquires the factor $m_e/\hbar^2$. For $J=1/2$, $3(2J+1)/2=3$, so

$$f=\frac{(E_k-E_J)\,|\langle k\|D\|J\rangle|^2}{3\,\hbar^2/m_e}.$$

The two lines give

$$f_{D1}=\frac{2.0913\times1.8705^2}{3\times7.6200}=0.320,\qquad
f_{D2}=\frac{2.0933\times2.6453^2}{3\times7.6200}=0.641 .$$

A polarizability expressed as a volume is $K(\hbar^2/m_e)f/(E_k-E_J)^2$: eliminating the squared element in favour of $f$ brings in $\hbar^2/m_e$, and the Coulomb constant $K$ turns squared length over energy into volume. Hence

$$\alpha_{D1}=\frac{14.3996\times7.6200\times0.320}{2.0913^2}=8.0\ \text{Å}^3,$$

$$\alpha_{D2}=\frac{14.3996\times7.6200\times0.6408}{2.0933^2}=16.0\ \text{Å}^3 .$$

Here $f_{D2}$ is carried with one more digit, 0.6408, to avoid a rounding error.

Adding the higher $nP$ levels and the core,

$$\alpha(3S_{1/2})=8.0+16.0+0.13+0.14=24.3\ \text{Å}^3\quad(164\ \text{a.u.}).$$

The D lines supply about 99 percent of the sum.

The model does not fix the third digit firmly. Cutoff radii of 0.67 and 0.77 Å give 24.2 and 24.5 Å$^3$, that is, 163 and 165 a.u. The core-polarization potential matters much more: without it, but with the dressed dipole retained, the $3s$ binding energy falls from 5.13 to 4.95 eV and the polarizability rises to 27.5 Å$^3$.

For the fine structure, let $\Delta$ be the mean $3s$–$3p$ energy and $\delta$ the splitting. The $3P$ levels have $2J+1=2$ and 4 states. Keeping their weighted mean fixed puts $3P_{1/2}$ at $-2\delta/3$ and $3P_{3/2}$ at $+\delta/3$. The squared elements are in the ratio 1:2, as the table shows and (e) derives. The D-line sum is therefore proportional to

$$\frac{1}{\Delta-2\delta/3}+\frac{2}{\Delta+\delta/3}
=\frac1\Delta\left[3+\frac{\delta}{\Delta}\left(\frac23-\frac23\right)
+\frac{\delta^2}{\Delta^2}\left(\frac49+\frac29\right)+\cdots\right].$$

The linear terms cancel. The relative change is $2\delta^2/(9\Delta^2)$ to leading order, or $2\times10^{-7}$ here, although the D1 term by itself changes by $6\times10^{-4}$.

### (d) A level with $J=3/2$

Dipole selection rules allow $J_k=1/2,3/2,5/2$. Three arguments fix the weights.

For $J_k=1/2$ there is no final state with $|M|=3/2$, so $W_{1/2}(3/2)=0$. The two states $M=\pm1/2$ share the sum $1/3$ equally, giving $W_{1/2}(1/2)=1/6$.

For $J_k=3/2$ the element of $D_z$ has the same $M$ dependence as that of $J_z$, by the Wigner–Eckart theorem, so $W_{3/2}=cM^2$. Normalization requires $2c(9/4+1/4)=5c=1/3$, hence $c=1/15$ and

$$W_{3/2}(3/2)=\frac3{20},\qquad W_{3/2}(1/2)=\frac1{60}.$$

For $J_k=5/2$, use the completeness of the coupled states built from angular momenta 1 and $3/2$: $\sum_{J_k}(2J_k+1)W_{J_k}(M)=1$. Thus

$$W_{5/2}(3/2)=\frac{1-4(3/20)}6=\frac1{15},$$

$$W_{5/2}(1/2)=\frac{1-2(1/6)-4(1/60)}6=\frac1{10}.$$

Let $S_{1/2}$, $S_{3/2}$ and $S_{5/2}$ now denote the sums of $S_k$ over all levels with that $J_k$. The valence polarizabilities are twice the weighted sums:

$$\alpha(3/2)=\frac3{10}S_{3/2}+\frac2{15}S_{5/2},$$

$$\alpha(1/2)=\frac13S_{1/2}+\frac1{30}S_{3/2}+\frac15S_{5/2}.$$

The scalar and tensor parts are defined by

$$\alpha(M)=\alpha_0+\alpha_2\frac{3M^2-J(J+1)}{J(2J-1)} .$$

For $J=3/2$ the fraction is $+1$ at $|M|=3/2$ and $-1$ at $|M|=1/2$. So $\alpha_0$ is the mean of the two polarizabilities and $\alpha_2$ is half of $\alpha(3/2)-\alpha(1/2)$. Including the core,

$$\alpha_0=\frac{S_{1/2}+S_{3/2}+S_{5/2}}6+\alpha_c,$$

$$\alpha_2=-\frac{S_{1/2}}6+\frac{2S_{3/2}}{15}-\frac{S_{5/2}}{30}.$$

The core term does not depend on $M$ and is absent from $\alpha_2$.

### (e) Radial integrals and checks

Let $R$ be the radial integral of the dressed dipole between two orbitals. The angular factors are squared elements of $\cos\theta$.

- From $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the $s\to p_0$ factor is $1/3$.
- The function $\cos\theta\,Y_{11}$ is proportional to $Y_{21}$. Its squared norm is $\frac34\int_{-1}^1x^2(1-x^2)\,dx=1/5$, which is the $p_1\to d_1$ factor.

*Lines between S and P.* Lowering the stretched state $|p_1\uparrow\rangle$ gives

$$|3/2,1/2\rangle=\sqrt{2/3}\,|p_0\uparrow\rangle+\sqrt{1/3}\,|p_1\downarrow\rangle .$$

The orthogonal state $|1/2,1/2\rangle$ contains $p_0\uparrow$ with probability $1/3$. From $|s\uparrow\rangle$, $D_z$ reaches only $p_0\uparrow$, so the squared elements are $\frac23\cdot\frac13R^2=\frac29R^2$ to $J=3/2$ and $\frac13\cdot\frac13R^2=\frac19R^2$ to $J=1/2$. The squared 3j symbol is $1/6$ in both cases, since two equal terms add to $1/3$. Division by it gives $\frac43R^2$ for D2 and $\frac23R^2$ for D1, the ratio used in (c). The factor $4/3$ also holds for $3P_{3/2}\to nS_{1/2}$, because squared reduced elements are symmetric.

*Lines from P to D.* The stretched state of $3P_{3/2}$ is $|p_1\uparrow\rangle$, and $D_z$ takes it to $d_1\uparrow$ with squared element $R^2/5$. Lowering $|d_2\uparrow\rangle$ gives

$$|5/2,3/2\rangle=\frac{2|d_1\uparrow\rangle+|d_2\downarrow\rangle}{\sqrt5},$$

so $d_1\uparrow$ belongs to $J=5/2$ with probability $4/5$ and to $J=3/2$ with probability $1/5$. Dividing by the weights from (d),

$$|\langle nD_{5/2}\|D\|3P_{3/2}\rangle|^2=\frac{4R^2/25}{1/15}=\frac{12}5R^2,$$

$$|\langle nD_{3/2}\|D\|3P_{3/2}\rangle|^2=\frac{R^2/25}{3/20}=\frac4{15}R^2 .$$

Their ratio is 9, so the elements should be in the ratio 3. The table gives $4.8232/1.6077=3.000$.

*Check of (d).* Let $S_s$ and $S_d$ be the sums of $R^2/(E_k-E_J)$ over $s$ and $d$ orbitals. Both $D$ levels of given $n$ have the same energy here, so $S_{1/2}=\frac43S_s$, $S_{3/2}=\frac4{15}S_d$ and $S_{5/2}=\frac{12}5S_d$. The valence parts become

$$\alpha_0=\frac29S_s+\frac49S_d,$$

$$\alpha_2=-\frac29S_s+\left(\frac8{225}-\frac{18}{225}\right)S_d=-\frac29S_s-\frac2{45}S_d .$$

Their sum is $\frac25S_d$. Direct use of (a) for $|p_1\uparrow\rangle$ gives $2\cdot\frac15S_d$, the same result. No $s$ state contributes, because none has orbital projection 1.

### (f) Numbers for $3P_{3/2}$

As volumes, the terms are $S_k=K|\langle k\|D\|J\rangle|^2/(E_k-E_J)$:

$$S(3S_{1/2})=\frac{14.3996\times2.6453^2}{-2.0933}=-48.1\ \text{Å}^3,$$

$$S(4S_{1/2})=\frac{14.3996\times2.6727^2}{1.0905}=94.3\ \text{Å}^3,$$

$$S(3D_{3/2})=\frac{14.3996\times1.6077^2}{1.5135}=24.6\ \text{Å}^3,$$

$$S(3D_{5/2})=\frac{14.3996\times4.8232^2}{1.5135}=221.3\ \text{Å}^3 .$$

For the omitted levels, (e) converts the given scalar parts into tensor parts: the ratio $\alpha_2/\alpha_0$ is $-1$ for $s$ states and $(-2/45)/(4/9)=-1/10$ for $d$ states. The parts below, in Å$^3$, come from unrounded data; the third decimal is kept only for the addition.

| Source | Part of $\alpha_0$ | Part of $\alpha_2$ |
|---|---:|---:|
| $3S_{1/2}$ | −8.022 | 8.022 |
| $4S_{1/2}$ | 15.721 | −15.721 |
| $3D_{3/2}$ | 4.099 | 3.279 |
| $3D_{5/2}$ | 36.887 | −7.378 |
| $5S$ and above | 0.675 | −0.675 |
| $4D$ and above | 3.752 | −0.375 |
| Core | 0.140 | 0 |
| Sum | 53.252 | −12.848 |

Thus

$$\alpha_0=53.3\ \text{Å}^3\ (359\ \text{a.u.}),\qquad \alpha_2=-12.8\ \text{Å}^3\ (-87\ \text{a.u.}).$$

The level below, $3S$, contributes negatively to $\alpha_0$ because its denominator is negative. The $3D$ levels supply most of the scalar part. In the tensor part, $3S$ and $4S$ have opposite signs and partly cancel.

The two kinds of sublevel have $\alpha(3/2)=\alpha_0+\alpha_2=40.4$ Å$^3$ and $\alpha(1/2)=\alpha_0-\alpha_2=66.1$ Å$^3$. Changing the cutoff radius to 0.67 or 0.77 Å moves $\alpha_0$ and $\alpha_2$ by at most about 0.1 Å$^3$. This measures sensitivity to one parameter, not the total error of the model. The last digit of $\alpha_0$ lies at a rounding boundary: at the basis-set limit, where the core polarizability is 0.1401 rather than 0.1398 Å$^3$, the sum falls by about 0.01 Å$^3$, to 53.24 Å$^3$. The numerical check checks these formulas by diagonalizing the valence Hamiltonian in a finite field, in uncoupled orbital and spin states.

### (g) Line shifts and limits

With $\alpha$ as a volume and $\mathcal E$ the field in V/Å, the shift in eV is $-\alpha\mathcal E^2/(2K)$. For the ground state,

$$\Delta E=-\frac{24.34\times(0.001)^2}{2\times14.3996}=-0.85\times10^{-6}\ \text{eV}.$$

The same formula gives $-1.40\times10^{-6}$ eV for $|M|=3/2$ and $-2.30\times10^{-6}$ eV for $|M|=1/2$ in $3P_{3/2}$. The transition energy changes by the upper shift minus the lower one:

$$|M|=3/2:\quad(-1.403+0.845)\times10^{-6}\approx-0.56\times10^{-6}\ \text{eV},$$

$$|M|=1/2:\quad(-2.295+0.845)\times10^{-6}\approx-1.45\times10^{-6}\ \text{eV}.$$

Both components move to lower energy, and the line splits.

The larger upper-level shift is about one thousandth of the 0.002 eV fine-structure splitting, so neglecting the mixing of $3P_{1/2}$ and $3P_{3/2}$ is justified at this field. Once the Stark shifts become comparable with the splitting, the $|M|=1/2$ states of the two levels must be diagonalized together, and their shifts cease to be quadratic in the field. The state $|M|=3/2$ has no partner in $3P_{1/2}$ and escapes this mixing.

Nuclear spin sets the opposite limit. The scalar shift moves all hyperfine states of a level alike, but when the tensor splitting between $|M|=3/2$ and $|M|=1/2$ is not large compared with the hyperfine splittings, $|M|$ no longer labels the $3P_{3/2}$ states properly. The example field is already near this limit: its tensor splitting is $(2.30-1.40)\times10^{-6}=0.9\times10^{-6}$ eV, while the hyperfine structure of sodium $3P_{3/2}$ spans a few times $10^{-7}$ eV, so the two components above describe the atom with nuclear spin ignored. At weaker fields the tensor term must be treated together with the nuclear-spin coupling. The ground-state hyperfine splitting, about $7\times10^{-6}$ eV, is larger than all these shifts; the scalar shift leaves it unchanged, but it doubles each component of the line in the real atom.

## Values computed for the example and the checks

```
e^2/(4 pi eps0): 14.3996 eV angstrom
hbar^2/m_e: 7.6200 eV angstrom^2
input cutoff radius: 0.72 angstrom
input 3P splitting: 0.0020 eV
core polarizability: 0.1398 angstrom^3
binding energy 3s: 5.1290 eV
binding energy 3p mean: 3.0363 eV
binding energy 4s: 1.9451 eV
binding energy 3d: 1.5221 eV
R(3s,3p): 2.2909 angstrom
D1 energy: 2.0913 eV
D1 reduced element / e: 1.8705 angstrom
D1 oscillator strength: 0.3201
D1 part of alpha(3s): 8.0300 angstrom^3
D2 energy: 2.0933 eV
D2 reduced element / e: 2.6453 angstrom
D2 oscillator strength: 0.6408
D2 part of alpha(3s): 16.0446 angstrom^3
higher np part of alpha(3s): 0.1287 angstrom^3
blocking (2p) part of alpha(3s): -0.00294 angstrom^3
alpha(3s): 24.340 angstrom^3 = 164.26 a.u.
3P3/2 table: level, E_k-E (eV), |element|/e (angstrom), parts of alpha0, alpha2 (angstrom^3)
  3s1/2: -2.0933, 2.6453, -8.0223, 8.0223
  4s1/2: 1.0905, 2.6727, 15.7212, -15.7212
  3d3/2: 1.5135, 1.6077, 4.0986, 3.2789
  3d5/2: 1.5135, 4.8232, 36.8873, -7.3775
  5s and above, parts only: 0.6754, -0.6754
  blocking 1s,2s, parts only: -0.0000, 0.0000
  4d and above, parts only: 3.7524, -0.3752
alpha0(3P3/2): 53.252 angstrom^3 = 359.36 a.u.
alpha2(3P3/2): -12.848 angstrom^3 = -86.70 a.u.
alpha(3P3/2, |M|=3/2): 40.404 angstrom^3
alpha(3P3/2, |M|=1/2): 66.100 angstrom^3
fine-structure change of alpha(3s): 0.202 ppm
fine-structure change of D1 part: 637.6 ppm
fine-structure change of alpha0: 0.0314 angstrom^3
fine-structure change of alpha2: -0.0143 angstrom^3
cutoff 0.67 angstrom: 3s binding 5.1386 eV; alpha(3s), alpha0, alpha2 = 24.159, 53.148, -12.891 angstrom^3
cutoff 0.77 angstrom: 3s binding 5.1198 eV; alpha(3s), alpha0, alpha2 = 24.521, 53.310, -12.786 angstrom^3
3s binding without polarization potential: 4.9470 eV
alpha(3s) without polarization potential: 27.534 angstrom^3
alpha(3s) all-electron Hartree-Fock: 28.187 angstrom^3
basis check: change of alpha0: 0.0035 percent
basis check: change of alpha2: 0.0014 percent
hydrogen check, alpha (exact 9/2 a.u.): 4.49999 a.u.
example field: 0.001 V/angstrom
Stark shift 3s: -8.4516e-07 eV
Stark shift 3P3/2 |M|=3/2: -1.4030e-06 eV
Stark shift 3P3/2 |M|=1/2: -2.2952e-06 eV
```
